\section*{Local potentials and the self-energy shifts of hydrogen levels, part 2}

Can a local potential $V(r)$ reproduce the one-loop self-energy shifts of hydrogen-like levels? The nucleus is a point charge $Z$ of infinite mass, $U=-Z\alpha/r$, $\hbar=c=1$, and vacuum polarization is left out. At order $\alpha(Z\alpha)^4$ the shift is $\Delta E=\frac{\alpha}{\pi}(Z\alpha)^4m\,\frac{F}{n^3}$, with prefactor $813.863$ MHz for $Z=1$. Photons below $\epsilon$, where $(Z\alpha)^2m\ll\epsilon\ll Z\alpha m$, give
\begin{equation}
\Delta E_{<}=-\frac{2\alpha}{3\pi m^2}\sum_m|\mathbf p_{mn}|^2\,\mathrm P\!\!\int_0^\epsilon\!\frac{k\,dk}{k+\omega}\;\to\;\frac{2\alpha}{3\pi m^2}\sum_m|\mathbf p_{mn}|^2\,\omega\ln\frac{\epsilon}{|\omega|},
\label{soft}
\end{equation}
with $\omega=E_m-E_n$. The sums run over eigenstates $\phi_m$ of the Coulomb Hamiltonian $H$; elsewhere $m$ is the electron mass.

From here on $r$ is in Bohr radii divided by $Z$ and $\omega$ in $(Z\alpha)^2m$. With radial functions $u_{nl}$, $l_>=\max(l,l')$ and dipole strength $S=\frac{l_>}{2l+1}\big|\int u_{ml'}\,r\,u_{nl}\,dr\big|^2$,
\begin{equation}
\ln k_0(n,l)=\frac{n^3}{2}\sum_m\omega^3S\,\ln|2\omega|,\qquad \frac{n^3}{2}\sum_m\omega^3S=\delta_{l0}.
\label{bethe}
\end{equation}
\begin{equation}
n^3\langle r^{-3}\rangle=\frac1{\Lambda_l},\qquad \Lambda_l=l(l+\tfrac12)(l+1).
\label{r3}
\end{equation}
\begin{equation}
F=\delta_{l0}\Big[\tfrac43\ln(Z\alpha)^{-2}+\tfrac{10}9\Big]+F_B-\frac{1-\delta_{l0}}{2\kappa(2l+1)},\qquad F_B=-\tfrac43\ln k_0 .
\label{F}
\end{equation}
The contact constant is $\tfrac{10}9=\tfrac43(\tfrac56-\tfrac38)+\tfrac12$: $-\tfrac38$ comes from the form factor $F_1$, $\tfrac56$ from matching the photon mass to $\epsilon$, and $\tfrac12$ from $F_2(0)=\alpha/2\pi$. The last term of $F$ is the spin-orbit term $\langle\mathbf L\cdot\mathbf S\rangle/2\Lambda_l$, where $\langle\mathbf L\cdot\mathbf S\rangle=l/2$ for $j=l+\tfrac12$, $\kappa=-(l+1)$, and $-(l+1)/2$ for $j=l-\tfrac12$, $\kappa=l$. A program computes $\ln k_0$, with a Sturmian diagonalization as a check.

In units of $(\alpha/\pi)(Z\alpha)^4m$, a potential $V$ gives $F_V=n^3\int u_{nl}^2V\,dr$ in first order. The spin-orbit term is added separately, so for $l>0$ the target is $F_B$. The trial potentials, for $Z=1$, are $V=a_0\frac{\mu_0^3}{8}e^{-\mu_0r}+\sum_ia_ie^{-\mu_ir}$ with $\mu_0=1/\alpha$. Fit A ($\mu_1=2$, $a_0=11.8609$, $a_1=-8.8279$) and fit B ($\mu_1=0.5$) match $1s$ and $2s$; fit C ($\mu=1,2$) matches $1s$ to $3s$. All three give the other $s$ levels tested within $4\,\%$ but miss $2p$, $3p$ and $3d$ by more than twice the target.

\section{The correct statement}

Three fits do not show that every local potential fails, and for a finite list of levels the claim of impossibility is false. The densities $u_{nl}^2$ are $e^{-2r/n}$ times a polynomial whose lowest power is $r^{2l+2}$. Different $n$ have different exponentials and, within one $n$, different $l$ have different lowest powers, so the densities are linearly independent and some $V$ takes any prescribed values on $N$ of them. With $\mu=4,2,1,0.5,0.25$ all six levels with $n\le3$ are fitted (condition number $1.1\times10^5$), at the price of alternating coefficients as large as $-473.9$. This potential gives $4s$ and $4p$ fairly well, $10.5785$ and $0.0604$ against $10.5653$ and $0.0559$, and gives $4d$ and $4f$ the wrong sign, $-0.0111$ and $-0.0159$ against $0.0090$ and $0.0023$.

At order $\alpha(Z\alpha)^4$ in a hydrogen-like ion the following holds.
\begin{enumerate}
\item[(a)] No spin-independent $V(r)$, held fixed in the units above as $Z\alpha\to0$, gives the splitting of $j=l\pm\tfrac12$.
\item[(b)] No operator $V(r)+f(r)\,\mathbf L\cdot\mathbf S$, with $r^3V$ bounded and tending to a limit as $r\to\infty$, gives the shifts of all levels $(n,l,j)$.
\end{enumerate}

\section{Proof}

\subsection{The splitting in $j$}

At leading order $u_{nl}$ does not depend on $j$, so $F_V$ does not either, whereas (\ref{F}) gives $F(2p_{3/2})-F(2p_{1/2})=\tfrac1{12}+\tfrac16=\tfrac14$, or $25.43$ MHz. Dirac densities differ between the two levels at relative order $(Z\alpha)^2$: fit A then gives a splitting of $-7.3\times10^{-5}$, which grows by the factor $4.005$ when $Z\alpha$ in the wave functions is doubled. The argument fails for a potential enlarged by $(Z\alpha)^{-2}$ and at high $Z$, where $(Z\alpha)^2$ is not small. The defect (a) is cured by the spin-orbit term, which is local in $r$, so the substance lies in (b).

\subsection{What a local potential gives at large $l$}

Average over $j$ with weights $2j+1$. Since $(2l+2)\tfrac l2-2l\,\tfrac{l+1}2=0$, every $\mathbf L\cdot\mathbf S$ term drops out, and the requirement for $l>0$ is $F_V=F_B$. Let $W=r^3V$, $|W|\le B$, $W\to c$. By (\ref{r3}), $\varrho=\Lambda_ln^3u^2/r^3$ is a positive weight of unit integral and $\Lambda_lF_V=\int\varrho W\,dr$. To bound the weight near the origin, multiply $u''=[l(l+1)/r^2-2/r+1/n^2]u$ by $u/r^2$ and integrate; boundary terms vanish for $l\ge2$. Two partial integrations give
\begin{equation}
\int\frac{uu''}{r^2}dr=-\int\frac{u'^2}{r^2}dr+2\int\frac{uu'}{r^3}dr=-\int\frac{u'^2}{r^2}dr+3\langle r^{-4}\rangle\le3\langle r^{-4}\rangle ,
\end{equation}
so $[l(l+1)-3]\langle r^{-4}\rangle\le2\langle r^{-3}\rangle-\langle r^{-2}\rangle/n^2\le2\langle r^{-3}\rangle$. Since $1\le R/r$ for $r<R$, $\int_0^R\varrho\,dr\le R\langle r^{-4}\rangle/\langle r^{-3}\rangle$, and with $|W-c|\le2B$,
\begin{equation}
|\Lambda_lF_V-c|\le\frac{4BR}{l(l+1)-3}+\sup_{r>R}|W-c| .
\end{equation}
Choosing $R=l$ sends both terms to zero, uniformly in $n$. A local potential therefore has $\Lambda_lF_V\to c$ along every sequence with $l\to\infty$. For $V=(r^2+25)^{-3/2}$, where $c=1$, the product is $0.9933$ for $(n,l)=(21,10)$ and $0.9964$ for $(11,10)$.

\subsection{What the self-energy gives}

Let $D=\Lambda_l\ln k_0$, $L=l+\tfrac12$, $\zeta=L/n$, and let $n\to\infty$ at fixed $\zeta>0$. This part is a correspondence-limit derivation, resting on the assumption stated below and checked against quantum values.

Label intermediate states $(n+k,l+\sigma)$, $\sigma=\pm1$. For $k>0$ let $G_{k\sigma}=l_>\mathcal R^2\omega^3\ln2\omega$, with $\mathcal R$ the radial integral, regarded as a function of the midpoint $(n+k/2,\,L+\sigma/2)$; note that $L+\sigma/2=l_>$. The transition to $(n-k,l-\sigma)$ is the reverse of an upward transition of the same type with midpoint $(n-k/2,L-\sigma/2)$, and $\omega^3$ changes sign. Assume that $G_{k\sigma}$ is a smooth function of the midpoint whose leading form is classical. Each pair then gives a first derivative, and with $2l+1=2L$,
\begin{equation}
\ln k_0\simeq\frac{n^3}{4L}\sum_{k>0}\sum_{\sigma=\pm1}(k\,\partial_n+\sigma\,\partial_L)\,G_{k\sigma}(n,L),\qquad\omega=\frac k{n^3}.
\label{pair}
\end{equation}
Both members of a pair are values of one function, so a correction of relative order $1/n$ to $G$ changes (\ref{pair}) only at that relative order.

The classical orbit has semi-axis $n^2$, eccentricity $e^2=1-\zeta^2$, $x=n^2(\cos\xi-e)$, $y=n^2\zeta\sin\xi$ and mean anomaly $M=\xi-e\sin\xi$. Partial integration gives the Fourier coefficient $x_k=(1/2\pi ik)\oint(dx/d\xi)e^{-ikM}d\xi$, and likewise $y_k$. From $J_k(z)=(1/2\pi)\oint e^{-i(k\xi-z\sin\xi)}d\xi$, the average of $\sin\xi\,e^{-ikM}$ is $J_k'(ke)/i$; from $\oint(1-e\cos\xi)e^{-ikM}d\xi=\oint e^{-ikM}dM=0$, that of $\cos\xi\,e^{-ikM}$ is $J_k(ke)/e$. Thus $x_k=n^2J_k'/k$, $y_k=n^2\zeta J_k/ike$, and
\begin{equation}
\mathcal R_{k\sigma}=x_k+i\sigma y_k=\frac{n^2}{k}\Big[J_k'(ke)+\sigma\frac\zeta eJ_k(ke)\Big].
\end{equation}
The identity $|x_k|^2+|y_k|^2=\tfrac12(\mathcal R_{k+}^2+\mathcal R_{k-}^2)$ matches the angular factor $l_>/(2l+1)\to\tfrac12$. The co-rotating component $\sigma=+1$ is the one that survives for a circle, where $n$ and $l$ rise together. The Bessel functions fall exponentially in $k$ for $e<1$, as $J_k(ke)^2\sim e^{-2k(\operatorname{artanh}\zeta-\zeta)}$, so the continuum drops out in the limit $n\to\infty$ at fixed $\zeta$. At $\zeta=\tfrac12$ the exponent is only $0.10k$, so the continuum cannot be dropped from the finite-$n$ values at $\zeta=\tfrac12$: for $(21,10)$ it contributes about $-5$ to $D$, almost all of which is cancelled by the bound states. For $(31,30)$ its share is about $-3\times10^{-6}$, below the digits shown. All values tabulated below include it; as $\zeta\to0$ the convergence is lost.

Write $G=h\,(\ln2+\ln k-3\ln n)$ with $h_{k\sigma}=L\mathcal R^2k^3/n^9$. The sum of $(k\partial_n+\sigma\partial_L)h$ vanishes, being the limit of the sum rule (\ref{bethe}) for $l>0$; the program asserts this at $\zeta=\tfrac12$. It removes $\ln2-3\ln n$ as a factor and leaves the derivative $-3k/n$ of $-3\ln n$. Since $h$ is homogeneous of degree $-4$ in $(n,L)$ and $\Lambda_l=L^3-L/4$, $D$ tends to
\begin{equation}
g(\zeta)=\frac{\zeta^2}4\sum_{k,\sigma}\Big[\ln k\,(k\partial_n+\sigma\partial_L)h_{k\sigma}-3k\,h_{k\sigma}\Big]_{n=1,\,L=\zeta}.
\end{equation}

At $\zeta=1$, $e=0$. For $k=1$, $\sigma=+$: $J_1'=J_1/e=\tfrac12$, so $h=1$, $\ln k=0$, and the contribution is $-\tfrac34$. For $k=2$, $\sigma=+$: $J_2(2e)\approx e^2/2$ and $J_2'(2e)\approx e/2$ give $\mathcal R=n^2e/2$ and $h=2Le^2/n^5$. This vanishes, but $(2\partial_n+\partial_L)e^2=4L^2/n^3-2L/n^2=2$, so the derivative is $4$ and the contribution is $\ln2$. For $k=1,2$ with $\sigma=-$ the leading terms of the bracket cancel, and for $k\ge3$, $\mathcal R\propto e^{k-1}$ for $\sigma=+$ and $e^{k+1}$ for $\sigma=-$; in all these cases $h=O(e^4)$ and its derivative vanishes. The sum rule closes: to order $e^2$, $h_{1+}=Ln^{-5}(1-e^2)$, $(\partial_n+\partial_L)e^2=0$, and the derivative $1-5=-4$ cancels the $+4$. Hence
\begin{equation}
g(1)=\ln2-\tfrac34=-0.05685 .
\end{equation}
For a circular state, $l=n-1$, the downward partner $(n-2,l-1)$ does not exist; its midpoint has $L=n$, where $h_{2+}=0$, so (\ref{pair}) accounts for the absence.

Numerical summation gives $g(0.999)=-0.05697$, $g(0.75)=-0.08617$ and $g(\tfrac12)=-0.11351$. Quantum values from the Sturmian basis are:

\begin{center}
\begin{tabular}{lccc}
$(n,l)$ & $\zeta$ & $D$ & $g(\zeta)$\\
$(3,1)$ & 0.5000 & $-0.1146$ & $-0.1135$\\
$(11,5)$ & 0.5000 & $-0.11362$ & $-0.11351$\\
$(21,10)$ & 0.5000 & $-0.11354$ & $-0.11351$\\
$(2,1)$ & 0.7500 & $-0.0901$ & $-0.0862$\\
$(11,10)$ & 0.9545 & $-0.06246$ & $-0.06232$\\
$(31,30)$ & 0.9839 & $-0.05882$ & $-0.05880$
\end{tabular}
\end{center}

The quantum value $D$ is already within $1\,\%$ of $g$ for $3p$ and within $5\,\%$ for $2p$. The program asserts agreement within $1\,\%$ for $(21,10)$ and $(31,30)$, and that the circular values at $l=15$ and $30$, extrapolated linearly in $1/l$ to $-0.05695$, meet $\ln2-\tfrac34$ within $10^{-3}$.

If a local potential reproduced all levels, $\Lambda_lF_B=-\tfrac43D$ would tend to one number $c$. The sequence $n=2l+1$ requires $c=-\tfrac43(-0.11351)=0.151$ and the sequence $n=l+1$ requires $c=-\tfrac43(-0.05685)=0.076$. These differ by the factor $1.997$, which proves (b) given the two limits. At $l=10$ the ratio is already $1.818$, against $0.9933/0.9964$ for the local tail. The proof does not cover a potential whose $r^3V$ oscillates or grows without bound, nor a set of potentials $V_l(r)$ with projectors on $l$; the latter is nonlocal in angle and so lies outside the claim.

\section{Where the nonlocality sits}

By (\ref{soft}), $F_B$ is the expectation value of $-\tfrac23n^3\,\mathbf p\cdot(H-E)\ln|2(H-E)|\,\mathbf p$. The middle factor has the kernel $\sum_m\phi_m(\mathbf r)\,\omega\ln|2\omega|\,\phi_m^*(\mathbf r')$ and depends on the energy $E$ of the level. If the logarithm is replaced by a constant, as happens for the $\ln\epsilon$ part, the expectation value collapses to the double commutator $\tfrac12\nabla^2U$, which is local and vanishes for $l>0$. With the logarithm, harmonic $k$ of the orbit is weighted by $\ln(2k/n^3)$, which produces the terms in $\ln k$ and $-3kh_{k\sigma}$ of $g(\zeta)$ and with them a dependence on the eccentricity. A local potential samples only the time spent at each radius, and for an $r^{-3}$ tail that average, $1/\Lambda_ln^3$, contains no further dependence on eccentricity. An operator meant for all levels $(n,l,j)$ must therefore leave the class named in (b). Projectors on each $\kappa$ channel or a separable kernel $\sum|\phi_i\rangle B_{ij}\langle\phi_j|$ do so, but it is not shown here that such a form, fitted to a few levels, also gives the others. A finite list of $s$, $p$ and $d$ levels can still be fitted locally, as shown above. The proof of (b), which uses only diagonal elements on eigenstates, is independent of how the operator is continued off the energy shell.

\section*{Computed values}
\begin{verbatim}
alpha = 0.007297353; ln(alpha^-2) = 9.84049; unit = 813.863 MHz
F1 constant -0.37500; matching 0.83333; F2(0) 1.00000 alpha/2pi
contact constant = 1.11111 (F and lnk0 below are dimensionless)
1s lnk0 2.984129 F 10.2529 dE 8344.47 MHz
2s lnk0 2.811770 F 10.4827 dE 1066.44 MHz
3s lnk0 2.767664 F 10.5415 dE 317.75 MHz
4s lnk0 2.749812 F 10.5653 dE 134.36 MHz
5s lnk0 2.740824 F 10.5773 dE 68.87 MHz
2p lnk0 -0.030017 FB 0.04002 (4.0716 MHz) F(j-) -0.12664 F(j+) 0.12336
3p lnk0 -0.038190 FB 0.05092 (1.5349 MHz) F(j-) -0.11575 F(j+) 0.13425
4p lnk0 -0.041955 FB 0.05594 (0.7114 MHz) F(j-) -0.11073 F(j+) 0.13927
3d lnk0 -0.005232 FB 0.00698 (0.2103 MHz) F(j-) -0.04302 F(j+) 0.04031
4d lnk0 -0.006741 FB 0.00899 (0.1143 MHz) F(j-) -0.04101 F(j+) 0.04232
4f lnk0 -0.001734 FB 0.00231 (0.0294 MHz) F(j-) -0.02150 F(j+) 0.02017
fit A to 1s-2s, mu [2.0] /bohr, a = 11.8609 -8.8279
  F_V 3s 10.5105 4s 10.5196 5s 10.5237
  F_V 2p -0.2900 3p -0.3048 4p -0.3090 3d -0.0145 4d -0.0194 4f -0.0003
  dE 2p -29.505 MHz, 3d -0.4385 MHz
fit B to 1s-2s, mu [0.5] /bohr, a = 10.2636 0.8318
  F_V 3s 10.3715 4s 10.3450 5s 10.3350
  F_V 2p 0.8769 3p 0.6709 4p 0.6245 3d 0.4468 4d 0.4159 4f 0.1040
  dE 2p 89.207 MHz, 3d 13.4687 MHz
fit C to 1s-3s, mu [1.0, 2.0] /bohr, a = 12.1229 -3.3107 -2.9869
  F_V 4s 10.5583 5s 10.5656
  F_V 2p -0.9254 3p -0.8349 4p -0.8145 3d -0.1514 4d -0.1788 4f -0.0109
  dE 2p -94.143 MHz, 3d -4.5630 MHz
forced fit n<=3, mu 4,2,1,0.5,0.25 /bohr, condition number 1.06e+05
  a = 21 -473.9 76.68 -7.434 0.6735 -0.04706
  F_V 4s 10.5785 4p 0.0604 4d -0.0111 4f -0.0159
2p j-splitting: true F 0.2500 (25.43 MHz)
  fit A, Dirac densities -7.286e-05; ratio on doubling Z alpha 4.005
g(0.5) -0.11351; g(0.75) -0.08617; g(0.999) -0.05697; ln2-3/4 -0.05685
n 3 l 1 zeta 0.5000 D -0.11461 g -0.11351
n 5 l 2 zeta 0.5000 D -0.11401 g -0.11351
n 11 l 5 zeta 0.5000 D -0.11362 g -0.11351
n 21 l 10 zeta 0.5000 D -0.11354 g -0.11351
n 2 l 1 zeta 0.7500 D -0.09006 g -0.08617
n 3 l 2 zeta 0.8333 D -0.07848 g -0.07660
n 11 l 10 zeta 0.9545 D -0.06246 g -0.06232
n 16 l 15 zeta 0.9688 D -0.06068 g -0.06062
n 31 l 30 zeta 0.9839 D -0.05882 g -0.05880
circular D extrapolated in 1/l: -0.05695
local V=(r^2+25)^-1.5: l(l+.5)(l+1)F_V (21,10) 0.9933, (11,10) 0.9964
true ratio D(21,10)/D(11,10) 1.818; g(0.5)/g(1) 1.997
\end{verbatim}
